\section*{Propagation time and box size in Chebyshev diffusion calculations for disordered monolayers}

\section{When does a spreading packet reveal diffusion?}

An electron released inside a disordered monolayer first moves freely, then scatters, and may finally remain trapped by interference. A calculation follows it in a finite sheet for a finite time. If it reaches the walls, its spread stops growing even if it would have kept spreading in a larger sheet. The propagation time $T$ must therefore be chosen together with the box side $L$: long enough to pass the scattering time, short enough to precede the reflections.

The model is one electron on an $L\times L$ square grid of spacing $a$ with hard walls. The number of sites per side is odd, and the central site $|0\rangle$ is the origin. The Hamiltonian is
\begin{equation}
H=\sum_j(4J+w_j)|j\rangle\langle j|-J\sum_{\langle ij\rangle}\bigl(|i\rangle\langle j|+|j\rangle\langle i|\bigr),
\qquad J=\frac{\hbar^2}{2ma^2}.
\end{equation}
The independent energies $w_j$ are uniform on $[-W/2,W/2]$, with variance $W^{-1}\int_{-W/2}^{W/2}w^2dw=W^2/12$. There is no magnetic field, spin--orbit coupling, phonon or electron--electron interaction. The matrix is real.

The spread per direction is $M(t)=\langle x^2+y^2\rangle/2$. A site state contains all energies, so the packet starts as
\begin{equation}
\psi(0)=N^{-1/2}g(H)|0\rangle,\quad
g(E)=e^{-(E-E_0)^2/(4s^2)},\quad N=\|g(H)|0\rangle\|^2 .
\end{equation}
Its energy weight $g^2$ has standard deviation $s$, apart from variations in the density of states. Disorder averages of $M$ carry the weight $N$.

\section{The energy width also sets a time resolution}

Let $|m\rangle$ be real eigenstates, $c_m=\langle m|0\rangle$ and $r^2=x^2+y^2$. Then
\begin{equation}
M(t)=\frac1{2N}\sum_{mn}c_mc_n\langle m|r^2|n\rangle
g(E_m)g(E_n)e^{i(E_m-E_n)t/\hbar}.
\end{equation}
Put $\bar E=(E_m+E_n)/2$ and $\Omega=E_m-E_n$. Since $E_m-E_0=\bar E-E_0+\Omega/2$ and $E_n-E_0=\bar E-E_0-\Omega/2$, the squares add to $2(\bar E-E_0)^2+\Omega^2/2$. Hence
\begin{equation}
g(E_m)g(E_n)=e^{-(\bar E-E_0)^2/(2s^2)}e^{-\Omega^2/(8s^2)} .
\end{equation}
The first factor selects the energy. The second is the Fourier transform of a normalised Gaussian in time,
\begin{equation}
e^{-\Omega^2/(8s^2)}e^{i\Omega t/\hbar}
=\int du\,\frac{e^{-u^2/(2\tau_s^2)}}{\sqrt{2\pi}\,\tau_s}\,e^{i\Omega(t+u)/\hbar},
\qquad \tau_s=\frac{\hbar}{2s}.
\end{equation}
The packet thus gives the energy-resolved spread smoothed over $\tau_s$. For $s=5$ meV, $\tau_s=66$ fs. A narrower window improves the energy resolution but blurs the early motion. Choose $s$ small compared with the kinetic energy and $T\gg\tau_s$.

\section{Propagation by a real recursion}

The site energies lie within $W/2$ of $c=4J$, and the hopping operator has norm at most $4J$. With $R\geq4J+W/2$, the matrix $h=(H-c)/R$ has its spectrum in $[-1,1]$. Define $T_n(\cos\theta)=\cos n\theta$. The identity $\cos(n+1)\theta+\cos(n-1)\theta=2\cos\theta\cos n\theta$ gives
\begin{equation}
T_{n+1}(h)=2hT_n(h)-T_{n-1}(h),\qquad T_0=1,\quad T_1=h .
\end{equation}
For the time factor use the Bessel generating function $e^{z(u-1/u)/2}=\sum_nJ_n(z)u^n$ at $u=-ie^{i\theta}$. There $u-1/u=-2i\cos\theta$. The terms $n$ and $-n$ combine because $J_{-n}=(-1)^nJ_n$ and $(-1)^n(-i)^{-n}=(-i)^n$. With $z=Rt/\hbar$,
\begin{equation}
e^{-iHt/\hbar}=e^{-ict/\hbar}\sum_{n=0}^{\infty}(2-\delta_{n0})(-i)^nJ_n(z)T_n(h).
\end{equation}
(The symbol $J_n$ is a Bessel function; $J$ without index is the hopping.) Since $\psi(0)$ and $h$ are real, all vectors $T_n(h)\psi(0)$ are real. Apart from the global phase, even $n$ give the real part of $\psi(t)$ and odd $n$ the imaginary part. One recursion serves every output time.

The order needed follows from Bessel's equation in the variable $q=\ln z$, namely $d^2J_n/dq^2=(n^2-z^2)J_n$. The solution oscillates for $z>n$ and is evanescent for $z<n$. Near $z=n$, with $q=\ln n+\eta$, the coefficient is about $-2n^2\eta$. The transition width is $\eta\sim(2n^2)^{-1/3}$, or $\Delta z=n\eta\sim n^{1/3}$. The series therefore needs slightly more than $RT/\hbar$ terms, with a margin of several $z^{1/3}$. For $W=0.15$ eV and $T=600$ fs, 440 terms were used.

A test on a $17\times17$ lattice with $W=0.35$ eV compared this evolution with full diagonalization up to 500 fs. The largest state-vector error was $4.5\times10^{-14}$. The smoothing identity at 150 fs held to a relative $3\times10^{-11}$.

\section{Three growth laws}

\subsection{Ballistic motion}

On an infinite clean lattice $v=i[H,x]/\hbar$ commutes with $H$, so $x(t)=x+vt$ and
\begin{equation}
\langle x^2(t)\rangle=\langle x^2\rangle+t\langle xv+vx\rangle+t^2\langle v^2\rangle .
\end{equation}
The matrix $xv+vx$ is Hermitian and imaginary, hence antisymmetric; its expectation in the real initial state vanishes. By the symmetry of the two axes, $M(t)-M(0)=\langle v_x^2\rangle t^2$.

The initial size follows from $x|0\rangle=0$. In momentum space $x=i\partial_k$, so $xg(H)|0\rangle=[x,g(H)]|0\rangle=i\hbar v_xg'(H)|0\rangle$. Since $g'^2=(E-E_0)^2g^2/(4s^4)$, a constant density of states and a $v_x^2$ linear in energy give $M(0)=\hbar^2\langle v_x^2\rangle/(4s^2)=\langle v_x^2\rangle\tau_s^2$. The linear part drops out because the third central moment of a Gaussian is zero.

\subsection{Diffusion}

Write $U=e^{-iHt/\hbar}$. Because $x|0\rangle=0$,
\begin{equation}
xgU|0\rangle=[x,g]U|0\rangle+gU\{x(t)-x\}|0\rangle .
\end{equation}
The first term stays bounded: $g$ is a superposition of evolutions with a Gaussian weight in time, of standard deviation $\sqrt2\,\tau_s$. It cannot alter the leading growth. Averaging the squared second term over starting sites, and dividing by the average of $N$, gives $\mathrm{Tr}[g^2(x(t)-x)^2]/\mathrm{Tr}\,g^2$. This is why the weight $N$ is used.

At one energy, $x(t)-x=\int_0^tv(t')dt'$. As $\delta(E-H)$ commutes with $H$, the symmetrised velocity correlation $C$ depends on the time difference alone:
\begin{equation}
\langle(x(t)-x)^2\rangle_E=2\int_0^t(t-u)C(u)du,\qquad
D(t)=\int_0^tC(u)du .
\end{equation}
Here $D=\tfrac12dM/dt$. If $C=v_x^2e^{-u/\tau}$, integration gives
\begin{equation}
M_E(t)=2v_x^2\tau\bigl[t-\tau(1-e^{-t/\tau})\bigr].
\end{equation}
Early growth is $v_x^2t^2$; for $t\gg\tau$ it is $2D(t-\tau)$ with $D=v_x^2\tau$. The delay $\tau$ raises an exponent measured at finite time above one.

A separate estimate of $D$ comes from averaged scattering. To second order, uncorrelated sites return the electron to the same site, giving $(W^2/12)G_{00}$. Making this self-consistent yields
\begin{equation}
\Sigma=\frac{W^2}{12}\left\langle G_k\right\rangle_k,\quad
G_k=\frac1{E_0-\Sigma-\varepsilon_k},\quad
\rho=-\frac1\pi\mathrm{Im}\langle G_k\rangle_k .
\end{equation}
The brackets average over the Brillouin zone and $\rho$ counts states per site. In the eigenbasis $C$ contains $\cos[(E_m-E_n)u/\hbar]$, whose integral over positive $u$ is $\pi\hbar\delta(E_m-E_n)$. Therefore
\begin{equation}
D=\pi\hbar\frac{\mathrm{Tr}[v_x\delta(E_0-H)v_x\delta(E_0-H)]}{\mathrm{Tr}\,\delta(E_0-H)}
\simeq\frac{\hbar}{\pi\rho}\left\langle v_x^2(\mathrm{Im}G_k)^2\right\rangle_k .
\end{equation}
The last step replaces each delta function by its average $-\mathrm{Im}G_k/\pi$. Ladder corrections vanish because scattering is independent of $k$ and $v_x$ is odd in $k$. Interference beyond the ladder is omitted.

For weak scattering $\hbar/\tau=2|\mathrm{Im}\Sigma|=2\pi\rho W^2/12$. Near the band bottom $E=Jk^2a^2$, and the states per site below $E$ number $a^2\pi k^2/(4\pi^2)=E/(4\pi J)$. Thus $\rho=1/(4\pi J)$ and $\hbar/\tau=W^2/(24J)$.

\subsection{Localisation and its imitation}

Localised eigenstates keep $M$ finite in an unbounded sheet. A box does so for any disorder. For a diffusing particle started at the centre, reflecting walls permit the even modes
\begin{equation}
p(x,t)=\frac1L+\frac2L\sum_{n\geq1}\cos(q_nx)e^{-Dq_n^2t},\qquad q_n=\frac{2\pi n}{L}.
\end{equation}
Two integrations by parts give $\int_{-L/2}^{L/2}x^2\cos(q_nx)dx=2L(-1)^n/q_n^2$. Hence
\begin{equation}
M(t)=\frac{L^2}{12}+\frac{L^2}{\pi^2}\sum_{n\geq1}\frac{(-1)^n}{n^2}
e^{-4\pi^2n^2Dt/L^2}.
\label{box}
\end{equation}
The false saturation value scales as $L^2$, and its approach takes a time $L^2/(4\pi^2D)$. A flat curve from one box cannot identify localisation unless the boundary error is controlled.

\section{A bound on the boundary error}

Let $H'$ describe any larger lattice with the same interior, and extend the small-box state $\psi$ by zeros. Let $B\psi$ be the part of $H'\psi$ outside the small box. Then $i\hbar\dot\psi=H'\psi-B\psi$. If $\psi'$ evolves under $H'$ from the same initial state, $\delta=\psi'-\psi$ obeys
\begin{equation}
i\hbar\dot\delta=H'\delta+B\psi,\qquad
\delta(t)=-\frac i\hbar\int_0^te^{-iH'(t-u)/\hbar}B\psi(u)du .
\end{equation}
Unitary evolution preserves the norm, so the triangle inequality gives
\begin{equation}
\|\delta(t)\|\leq\epsilon(t)=\frac1\hbar\int_0^t\|B\psi(u)\|du .
\end{equation}
Each outside neighbour touches one edge site. Thus $\|B\psi\|^2=J^2\sum_jb_j|\psi_j|^2$, where $b_j$ is the number of cut bonds: one on an edge, two at a corner.

A small state error far away could still change $r^2$. Multiply the equation for $\delta$ by $x$:
\begin{equation}
i\hbar\frac{d}{dt}(x\delta)=H'x\delta+[x,H']\delta+xB\psi .
\end{equation}
Nearest-neighbour hopping gives $\|[x,H']\|\leq2Ja$. Combining $x$ and $y$ in quadrature gives at most $2\sqrt2Ja\|\delta\|$, and therefore
\begin{equation}
|r'_{\rm rms}-r_{\rm rms}|\leq\|r\delta\|\leq
\frac1\hbar\int_0^t\left[\|rB\psi\|+2\sqrt2Ja\,\epsilon\right]du .
\end{equation}
Here $r_{\rm rms}=\sqrt{2M}$, and in $rB\psi$ the radius is that of the outside site. The right side needs the small run alone; its time integral is evaluated numerically. It does not cover the change that a larger box would make in the filtered initial packet.

In a test with $W=0.15$ eV, a 101 nm box was compared with a 301 nm box from the same initial state. The bound reached 5\% of $r_{\rm rms}$ at 80 fs, while a real 5\% deviation appeared at 400 fs, on a 20 fs time grid. The bound held throughout the 600 fs run and was conservative.

\section{Choosing and reading a run}

\begin{enumerate}
\item Estimate $\tau$ from the golden rule. For diffusion take $T$ about ten times larger; for ballistic motion keep $T$ well below $\tau$. In both cases keep $T\gg\tau_s$.
\item For ballistic motion, make $L/2$ exceed $vT$ plus several $v\tau_s$. For diffusion, start with $L/2$ near five times $\sqrt{2DT}$ and check the bound.
\item Find the exponent of $M-M(0)$ between $T/2$ and $T$. Working ranges are above 1.75 for ballistic growth, 0.7--1.45 for diffusion and below 0.5 for saturation. Other values indicate a crossover.
\item Trust the label if the boundary bound is below 5\% of $r_{\rm rms}$. Otherwise repeat with doubled $L$ and the same central disorder, and require $M$ to change by less than 10\%. This second criterion is empirical.
\end{enumerate}

The work scales as the number of sites times the number of terms, $L^2T$. It grows as $T^3$ if $L$ follows a ballistic front and as $T^2$ if $L\propto\sqrt T$. A nearly steady $D(t)$ describes times up to $T$; it does not prove that the states are extended.

\section{A sheet in the MoS$_2$ regime}

Take $m=0.5$ electron masses, a rough value for electrons in monolayer MoS$_2$, with $a=1$ nm, $E_0=50$ meV and $s=5$ meV. Then $J=76.2$ meV. The numerical output follows the text.

In the clean 301 nm box, integration over the Brillouin zone gives a root-mean-square $v_x$ of 0.1242 nm/fs. The predicted growth in 400 fs is $(0.1242\times400)^2\simeq2470$ nm$^2$; propagation gives $2533.0-66.7=2466.3$ nm$^2$. The exponent is 2.000.

For $W=0.15$ eV the golden rule gives $\hbar/\tau=0.15^2/(24\times0.0762)$ eV $=12.3$ meV, against 13.3 meV from the self-consistent calculation. The latter means $\tau=50$ fs. The self-energy has the real part $-7.8$ meV, so the packet is centred on plane waves of clean band energy $K=E_0-\mathrm{Re}\,\Sigma=57.8$ meV. This $K$ is not the mean kinetic energy, which is higher because disorder also mixes in plane waves far from the centre. In the 301 nm box, averaged over five samples, $M$ grows from 465 to 955 nm$^2$ between 300 and 600 fs. The end points give $D\simeq490/(2\times300)=0.82$ nm$^2$/fs; a line fitted to the whole interval gives
\begin{equation}
D=8.1\pm0.6\ \mathrm{cm^2/s},
\end{equation}
where the uncertainty is the standard error over samples. The Born value, 8.9 cm$^2$/s, lies about 1.3 standard errors higher. Interference may contribute to the difference, but these samples do not resolve it.

The exponent is 1.12. The delayed linear law gives $\log_2[(600-50)/(300-50)]=1.14$ without time smoothing. Smoothing leaves the late linear part unchanged but makes $M(0)$ nonzero, 47 nm$^2$ in this run, which the exponent subtracts. At $2D=1.63$ nm$^2$/fs this equals 29 fs of growth, and the prediction becomes $\log_2[(550-29)/(250-29)]=1.24$. The measured value is lower because growth slows in these five samples: the end points give 0.90 nm$^2$/fs between 200 and 300 fs and 0.78 nm$^2$/fs between 500 and 600 fs. This slowing is mostly statistical scatter: an average over all starting sites of five periodic 224 nm sheets gives $D$ between 0.81 and 0.84 nm$^2$/fs in each 100 fs interval from 200 to 600 fs, $8.2\pm0.2$ cm$^2$/s over 300--600 fs, and exponent 1.19. The boundary bound is 0.1\% of $r_{\rm rms}$, far below the sampling error.

The same disorder in smaller boxes, averaged over six samples and over 1000--2000 fs, gives $M=304$ nm$^2$ at 61 nm and 1116 nm$^2$ at 121 nm. Uniform filling predicts 310 and 1220 nm$^2$. The small-box exponent is zero to two decimals, yet doubling the side raises $M$ by a factor of 3.7: this is reflection. For the larger box, equation~(\ref{box}) has a relaxation time $121^2/(4\pi^2\times0.814)\simeq460$ fs. Averaging its leading term over the window lowers $M$ by about 5.5\%, a large part of the observed 8.5\% deficit. The remainder was not analysed.

With $W=0.70$ eV, the two boxes give 36.8 and 36.9 nm$^2$, a root-mean-square size of 6 nm per direction. This average is poorly sampled: the weight $N$ puts 70\% and 28\% on two of the six samples, and single samples range from 11 to 58 nm$^2$. The larger run has exponent 0.16, and its $D$ falls from a peak of 0.24 to 0.008 cm$^2$/s. A line fitted to the last 1000 fs rises by about $2\times0.00077\times1000=1.5$ nm$^2$, or 4\%. But $M$ fluctuates in time by more than this, so neither the line nor the two-point exponent measures a steady growth. An average over all starting sites of four periodic 100 nm sheets gives $M\simeq29$ nm$^2$ at 1500 fs, $D\simeq0.03$ cm$^2$/s and exponent 0.42 over 1000--2000 fs, and exponent 0.17 over 2000--4000 fs. The values 0.16 and 0.008 cm$^2$/s are therefore not converged. The boundary bound is 46\% and certifies nothing here. Because both boxes share the central disorder, size independence shows only that the walls are not felt; the localised label then rests on the exponent staying below 0.5 and falling with time. It applies to this energy window and duration. The 6 nm is the size reached within 2 ps, not the final localisation length, because slow growth can continue.

\section{From the model to a device}

At low temperature, for $g$ equivalent spin and valley species, $\sigma=e^2g\rho D/a^2$. With constant $\rho$, the density is $n=g\rho K/a^2$, so $\mu=\sigma/(en)=eD/K$. For $W=0.15$ eV this gives $8.14/0.0578=141$ cm$^2$/Vs. With $g=4$, $n=K/(\pi Ja^2)=2.4\times10^{13}$ cm$^{-2}$, which is high for an ordinary gated MoS$_2$ transistor. The mobility is plausible for a moderately disordered sheet at low temperature; the strong-disorder case illustrates localisation and is not fitted to a particular film.

At 300 K phonons break the assumption of static scattering. A rough phonon-limited mobility of 200 cm$^2$/Vs corresponds to a scattering time of 57 fs, comparable with $\tau$. Adding the inverse mobilities lowers 141 to 83 cm$^2$/Vs. Adding the 50 fs and 57 fs rates instead scales 141 to 75 cm$^2$/Vs; the two differ because $e\tau/m=174$ cm$^2$/Vs exceeds $eD/K$ on this grid. Thermal energy is then 0.45 of $K$, so a device estimate also needs an average over energy. If that phonon time also held at strong disorder, phonons would act long before the 2000 fs of the static localisation run.

Atomic defects can mix valleys. If this doubles the scattering rate at fixed $K$, $D$ falls to roughly half, about 4 cm$^2$/s. A rough 3 meV spin splitting is 5\% of $K$. The grid lowers the speed along its axes by 10\% relative to a parabolic band, and it lowers $D$ by more: at the same $K$ the Born formula gives 10.9 cm$^2$/s for $a=0.5$ nm, against 8.9 cm$^2$/s here. It rises further to 11.4 and 11.6 cm$^2$/s for $a=0.25$ and 0.125 nm, so $D$ and the mobility on the 1 nm grid lie about a quarter below the continuum limit. A finer $a$ is therefore needed for better accuracy. Since $J\propto a^{-2}$, $W$ must then be scaled as $1/a$ to keep the golden-rule scattering time, and $E_0$ must be readjusted to keep $K$, because $\mathrm{Re}\,\Sigma$ changes slowly with $a$. Charged impurities produce correlated disorder, for which the ladder corrections need not vanish; their effect was not calculated. The interference percentage and millimetre localisation length in the output are rough scaling estimates, not derived here and not used in any conclusion.

\section*{Computed results}
\begin{verbatim}
mass 0.5 m0, grid 1.0 nm, hopping J = 76.20 meV
packet energy 50 meV, width 5 meV
time smoothing hbar/(2 width) = 65.8 fs
propagation error vs diagonalization = 4.5e-14
smoothing identity, relative error = 3.1e-11
Chebyshev terms, W=0.15 eV, 600 fs: 440
CLEAN, box 301 nm: rms v_x = 0.1242 nm/fs
  M(0) = 66.7 nm2, M(400 fs) = 2533.0 nm2
  quadrature M(400)-M(0) = 2466.3 nm2
  exponent 2.000, certificate 0.003 %, ballistic
CERTIFICATE, box 101 nm vs 301 nm, W = 0.15 eV
  5 % alarm at 80 fs, 5 % rms damage at 400 fs
PLATEAU, W = 0.15 eV, box 301 nm, 5 samples
  M(0 fs) = 46.6 nm2
  M(100 fs) = 123.8 nm2
  M(200 fs) = 285.6 nm2
  M(300 fs) = 465.2 nm2
  M(400 fs) = 637.8 nm2
  M(500 fs) = 799.5 nm2
  M(600 fs) = 954.9 nm2
  exponent 1.118, certificate 0.096 %, diffusive
  D = 8.14 +- 0.55 cm2/s (300-600 fs)
  Born bubble D = 8.87 cm2/s
  hbar/tau: Born 13.28, golden rule 12.30 meV
  band shift -7.80 meV, kinetic 57.80 meV
  tau = 49.6 fs, path = 10.00 nm, k*path = 8.71
  density = 2.41e+13 cm-2, mobility = 141 cm2/Vs
REFLECTIONS, W = 0.15 eV, 6 samples, mean M over 1000-2000 fs
  box 61 nm: M = 303.9 nm2, uniform filling 310.0 nm2
  box 121 nm: M = 1116.1 nm2, uniform filling 1220.0 nm2
  size ratio 3.67, exponent in small box -0.001, reflections
STRONG DISORDER, W = 0.7 eV, 6 samples, same boxes and times
  M = 36.83 nm2 (61 nm), 36.85 nm2 (121 nm)
  size ratio 1.0008, exponent 0.159, localised
  M(0) = 3.17 nm2, certificate (121 nm) 46 %
  D: peak 0.2395, late 0.0077 cm2/s
NEGLECTED EFFECTS, for the plateau example
  weak-localisation estimate at 600 fs: 9.1 % of D
  rough scaling localisation length: 9 mm
  phonon time at 300 K (rough 200 cm2/Vs): 57 fs
  mobility with phonons at 300 K: 83 cm2/Vs
  kT/kinetic: 0.0060 at 4 K, 0.45 at 300 K
  spin splitting (rough 3 meV)/kinetic: 5.2 %
  D if valley mixing doubles the rate: 4.07 cm2/s
  grid lowers axial speed by 10.0 %
\end{verbatim}
